**Threshold for a coverage jump in the mean-field Frumkin isotherm**

The program studies $\theta e^{-g\theta}/(1-\theta)=Kc$, where $\theta$ is the covered fraction, $c$ the inhibitor concentration, $K$ the adsorption constant and $g=U/(RT)$ the dimensionless attraction, with $U$ the lateral stabilisation per mole at full coverage. It asserts that the isotherm first folds at $g=4$ and that, at the threshold itself, the coverage shift for a small change of concentration agrees with the cube-root law. Exact sums over occupation number for 40,000 sites confirm the equilibrium jump at $Kc=e^{-g/2}$, and integration of the rate law confirms the hysteresis limits. For the rough example of an alkylamine on steel, $g=4.84$ and the mean-field coverage jumps from 0.165 to 0.835 at about 18 micromol/L. Further assertions cover the thresholds found when neighbour correlations, water displacement or a spread of site energies is included. These are 7.05, 7.46 and 5.16 for the stated inputs, all above the example's $g$, so each effect alone removes the predicted jump.

## Check in Python

```python
"""
Result under test: the mean-field Frumkin isotherm
    theta/(1-theta) * exp(-g*theta) = x,   x = K*c,
gives a discontinuous equilibrium coverage if and only if g > 4.
theta: covered fraction of sites; c: inhibitor concentration;
K: adsorption constant at low coverage; g = U/(R*T): attraction;
U: net lateral stabilisation per mole of adsorbate at full coverage.
For g > 4 the jump is at x = exp(-g/2), between (1-m)/2 and (1+m)/2,
where m = tanh(g*m/4). Corrections to the threshold are also sized.
"""
import numpy as np
from scipy.constants import R, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit, gammaln


def log_x(theta, g):
    return np.log(theta / (1 - theta)) - g * theta


def order_parameter(g):
    return brentq(lambda m: np.tanh(g * m / 4) - m, 1e-6, 1, xtol=1e-14)


def turning_points(g):
    s = np.sqrt(1 - 4 / g)
    return (1 - s) / 2, (1 + s) / 2


def outer_root(lnx, g, upper):
    low, high = turning_points(g)
    a, b = (high, 1 - 1e-12) if upper else (1e-12, low)
    return brentq(lambda t: log_x(t, g) - lnx, a, b, xtol=1e-14)


# Rough typical inputs: long-chain alkylamine on steel in acid
U = 12.0e3             # J/mol
K = 5.0e3              # L/mol at T_room
T_room = 298.15        # K
T_bath = 333.15        # K
site_spread = 3.0e3    # J/mol, standard deviation of site energies
water_sites = 3        # water sites displaced by one molecule
micelle_limit = 1000.0  # micromol/L, rough
g = U / (R * T_room)

# Threshold from monotonicity of the isotherm itself
grid = np.linspace(1e-4, 1 - 1e-4, 9999)


def is_monotone(strength):
    return np.min(np.diff(log_x(grid, strength))) > 0


lo, hi = 1.0, 10.0
for _ in range(50):
    mid = (lo + hi) / 2
    if is_monotone(mid):
        lo = mid
    else:
        hi = mid
g_threshold = (lo + hi) / 2
assert abs(g_threshold - 4) < 1e-5
assert is_monotone(-6.0)  # repulsion never gives a fold

# Continuous cube-root behaviour exactly at g = 4
offset = 1e-6
u_num = brentq(lambda u: log_x(0.5 + u, 4.0) + 2 - offset,
               1e-4, 0.1, xtol=1e-15)
u_law = (3 * offset / 16) ** (1 / 3)
assert abs(u_num / u_law - 1) < 1e-3

# Size of the jump just above threshold
g_near = 4.001
assert abs(order_parameter(g_near)
           / np.sqrt(3 * (g_near - 4) / 4) - 1) < 2e-3


# Exact sum over occupation number, equal attraction of all pairs
def occupation_distribution(lnx, strength, sites):
    n = np.arange(sites + 1, dtype=float)
    logw = (gammaln(sites + 1) - gammaln(n + 1)
            - gammaln(sites - n + 1) + n * lnx
            + strength * n * (n - 1) / (2 * sites))
    p = np.exp(logw - logw.max())
    return n / sites, p / p.sum()


sites = 40000
g_weak = 3.5
cov, prob = occupation_distribution(-g_weak / 2, g_weak, sites)
mean = np.sum(prob * cov)
slope_weak = sites * np.sum(prob * (cov - mean) ** 2)
assert abs(slope_weak * (4 - g_weak) - 1) < 0.01  # finite-size error

m = order_parameter(g)
theta_low, theta_high = (1 - m) / 2, (1 + m) / 2
cov, prob = occupation_distribution(-g / 2, g, sites)
half = sites // 2
peak_low = cov[np.argmax(prob[:half])]
peak_high = cov[half + np.argmax(prob[half:])]
assert abs(peak_low - theta_low) < 1e-3
assert abs(peak_high - theta_high) < 1e-3
delta = 0.005
sum_means = []
for sign in (-1, 1):
    lnx = -g / 2 + sign * delta
    cov, prob = occupation_distribution(lnx, g, sites)
    sum_means.append(np.sum(prob * cov))
    assert abs(sum_means[-1] - outer_root(lnx, g, sign > 0)) < 1e-3


# Symmetry relation that selects the preferred branch
def free_energy(t, lnx, strength):
    return (t * np.log(t) + (1 - t) * np.log(1 - t)
            - strength * t**2 / 2 - t * lnx)


for t, lnx in ((0.2, -2.0), (0.7, -2.9)):
    diff = free_energy(t, lnx, g) - free_energy(1 - t, lnx, g)
    assert abs(diff + (2 * t - 1) * (lnx + g / 2)) < 1e-12


# Hysteresis limits from the adsorption-desorption rate law
def relax(lnx, start):
    x = np.exp(lnx)
    sol = solve_ivp(
        lambda _, y: x * (1 - y) - y * np.exp(-g * y),
        (0, 2e4), [start], method="LSODA", rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


turn_low, turn_high = turning_points(g)
lnx_up, lnx_down = log_x(turn_low, g), log_x(turn_high, g)
for lnx, start, upper in (
        (lnx_up - delta, 0.001, False), (lnx_up + delta, 0.001, True),
        (lnx_down + delta, 0.999, True),
        (lnx_down - delta, 0.999, False)):
    assert abs(relax(lnx, start) - outer_root(lnx, g, upper)) < 1e-4
after_up = outer_root(lnx_up, g, True)
after_down = outer_root(lnx_down, g, False)

# Temperature at which the jump disappears
T_end = U / (4 * R)
assert not is_monotone(U / (R * (T_end - 1)))
assert is_monotone(U / (R * (T_end + 1)))
g_bath = U / (R * T_bath)
m_bath = order_parameter(g_bath)


# Neglected effect: correlations, nearest neighbours, square lattice
def strip(width, strength, lnx):
    w = strength / 4  # pair attraction in kT, four neighbours
    s = ((np.arange(2**width)[:, None] >> np.arange(width)) & 1)
    s = s.astype(float)
    number = s.sum(axis=1)
    bonds = (s * np.roll(s, 1, axis=1)).sum(axis=1)
    h = w * bonds / 2 + lnx * number / 2
    matrix = np.exp(w * (s @ s.T) + h[:, None] + h[None, :])
    size = len(s)
    val, vec = eigh(matrix, subset_by_index=[size - 2, size - 1])
    coverage = np.sum(vec[:, 1] ** 2 * number) / width
    return coverage, width * np.log(val[1] / val[0])


def strip_slope(width, strength):
    h = 1e-4
    up = strip(width, strength, -strength / 2 + h)[0]
    down = strip(width, strength, -strength / 2 - h)[0]
    return (up - down) / (2 * h)


g_pair_formula = 8 * np.log(1 + np.sqrt(2))
g_pair_strip = brentq(lambda q: strip(6, q, -q / 2)[1]
                      - strip(8, q, -q / 2)[1], 5.5, 9.0, xtol=1e-6)
assert abs(g_pair_strip / g_pair_formula - 1) < 0.01  # finite width
slope_8, slope_10 = strip_slope(8, g), strip_slope(10, g)
assert abs(slope_8 / slope_10 - 1) < 0.05  # finite width
growth = strip_slope(8, 8.0) / strip_slope(6, 8.0)
assert growth > 1.5  # slope diverges with width above threshold


# Neglected effect: one molecule displaces several water sites
def flory_energy(t, n):
    return t * np.log(t) / n + (1 - t) * np.log(1 - t)


t = np.linspace(0.05, 0.95, 9001)
step = 1e-3
curvature = water_sites * (
    flory_energy(t + step, water_sites)
    - 2 * flory_energy(t, water_sites)
    + flory_energy(t - step, water_sites)) / step**2
g_size = (1 + np.sqrt(water_sites)) ** 2
assert abs(curvature.min() - g_size) < 1e-3

# Neglected effect: Gaussian spread of site energies
sigma = site_spread / (R * T_room)
average = quad(lambda e: np.exp(-e**2 / (2 * sigma**2))
               / (sigma * np.sqrt(2 * np.pi))
               / (4 * np.cosh(e / 2) ** 2),
               -10 * sigma, 10 * sigma)[0]
g_spread = 1 / average
nodes, weights = np.polynomial.hermite.hermgauss(60)


def count_states(strength):
    t = np.linspace(1e-4, 1 - 1e-4, 4000)
    arg = (strength * (t[:, None] - 0.5)
           + np.sqrt(2) * sigma * nodes[None, :])
    residual = t - expit(arg) @ weights / np.sqrt(np.pi)
    return np.count_nonzero(np.diff(np.sign(residual)))


assert count_states(0.97 * g_spread) == 1
assert count_states(1.03 * g_spread) == 3

to_micro = 1e6 / K
c_jump = np.exp(-g / 2) * to_micro
print("INPUTS (rough typical values)")
print(f"lateral attraction U = {U/1e3:.1f} kJ/mol")
print(f"adsorption constant K = {K:.0f} L/mol")
print(f"room temperature = {T_room:.2f} K")
print(f"bath temperature = {T_bath:.2f} K")
print("THRESHOLD (dimensionless)")
print(f"g where isotherm first folds = {g_threshold:.5f}")
print(f"g of the weak-attraction test = {g_weak:.2f}")
print(f"its slope dtheta/dlnc from exact sum = {slope_weak:.3f}")
print(f"its slope from 1/(4-g) = {1/(4-g_weak):.3f}")
print(f"g=4: ln x offset from -2 = {offset:.1e}")
print(f"g=4: coverage offset, isotherm = {u_num:.6f}")
print(f"g=4: coverage offset, cube-root law = {u_law:.6f}")
print("EXAMPLE AT ROOM TEMPERATURE")
print(f"g = {g:.3f} (dimensionless)")
print(f"m = {m:.4f} (dimensionless)")
print(f"x at jump = {np.exp(-g/2):.5f} (dimensionless)")
print(f"jump concentration = {c_jump:.2f} micromol/L")
print(f"coverage below jump = {theta_low:.4f}")
print(f"coverage above jump = {theta_high:.4f}")
print(f"sites in exact sum = {sites}")
print(f"exact-sum peak coverages = {peak_low:.4f}, {peak_high:.4f}")
print(f"ln x offset of exact-sum means = {delta:.3f}")
print(f"exact-sum means = {sum_means[0]:.4f}, {sum_means[1]:.4f}")
print(f"bare-area ratio, before/after = {theta_high/theta_low:.2f}")
print(f"turning coverages = {turn_low:.4f}, {turn_high:.4f}")
print(f"rising limit = {np.exp(lnx_up)*to_micro:.2f} micromol/L")
print(f"coverage after rising jump = {after_up:.4f}")
print(f"falling limit = {np.exp(lnx_down)*to_micro:.2f} micromol/L")
print(f"coverage after falling jump = {after_down:.4f}")
print("TEMPERATURE OF USE")
print(f"g in bath = {g_bath:.3f} (dimensionless)")
print(f"bath jump coverages = {(1-m_bath)/2:.4f}, {(1+m_bath)/2:.4f}")
print(f"jump disappears at {T_end:.1f} K")
print(f"the same in Celsius = {T_end-zero_Celsius:.1f} deg C")
print("NEGLECTED EFFECTS (thresholds in g, dimensionless)")
print(f"square-lattice pairs, formula = {g_pair_formula:.3f}")
print(f"square-lattice pairs, strips 6 and 8 = {g_pair_strip:.3f}")
print(f"example slope dtheta/dlnc, strip 8 = {slope_8:.3f}")
print(f"example slope dtheta/dlnc, strip 10 = {slope_10:.3f}")
print(f"slope growth at g=8, strip 8 over 6 = {growth:.2f}")
print(f"water sites displaced (rough) = {water_sites}")
print(f"threshold with water displacement = {g_size:.3f}")
print(f"site-energy spread (rough) = {site_spread/1e3:.1f} kJ/mol")
print(f"the same in units of RT = {sigma:.3f}")
print(f"threshold with site-energy spread = {g_spread:.3f}")
print(f"micelle limit (rough) = {micelle_limit:.0f} micromol/L")
print(f"jump conc. / micelle limit = {c_jump/micelle_limit:.4f}")
print("no test failed")
```

It prints:

```
INPUTS (rough typical values)
lateral attraction U = 12.0 kJ/mol
adsorption constant K = 5000 L/mol
room temperature = 298.15 K
bath temperature = 333.15 K
THRESHOLD (dimensionless)
g where isotherm first folds = 4.00000
g of the weak-attraction test = 3.50
its slope dtheta/dlnc from exact sum = 1.997
its slope from 1/(4-g) = 2.000
g=4: ln x offset from -2 = 1.0e-06
g=4: coverage offset, isotherm = 0.005723
g=4: coverage offset, cube-root law = 0.005724
EXAMPLE AT ROOM TEMPERATURE
g = 4.841 (dimensionless)
m = 0.6701 (dimensionless)
x at jump = 0.08889 (dimensionless)
jump concentration = 17.78 micromol/L
coverage below jump = 0.1649
coverage above jump = 0.8351
sites in exact sum = 40000
exact-sum peak coverages = 0.1649, 0.8351
ln x offset of exact-sum means = 0.005
exact-sum means = 0.1629, 0.8370
bare-area ratio, before/after = 5.06
turning coverages = 0.2916, 0.7084
rising limit = 20.07 micromol/L
coverage after rising jump = 0.8728
falling limit = 15.75 micromol/L
coverage after falling jump = 0.1272
TEMPERATURE OF USE
g in bath = 4.332 (dimensionless)
bath jump coverages = 0.2676, 0.7324
jump disappears at 360.8 K
the same in Celsius = 87.7 deg C
NEGLECTED EFFECTS (thresholds in g, dimensionless)
square-lattice pairs, formula = 7.051
square-lattice pairs, strips 6 and 8 = 7.033
example slope dtheta/dlnc, strip 8 = 1.855
example slope dtheta/dlnc, strip 10 = 1.865
slope growth at g=8, strip 8 over 6 = 2.55
water sites displaced (rough) = 3
threshold with water displacement = 7.464
site-energy spread (rough) = 3.0 kJ/mol
the same in units of RT = 1.210
threshold with site-energy spread = 5.164
micelle limit (rough) = 1000 micromol/L
jump conc. / micelle limit = 0.0178
no test failed
```
